# Why the magnetic attempt frequency is not a universal 1 GHz: verification in Python

```python
"""
Brown's escape rate of a uniaxial macrospin, field along the easy axis:
  rate = f0 * exp(-delta*(1+h)**2)
  f0   = alpha*gamma*B_K/(1+alpha**2) * sqrt(delta/pi) * (1+h)*(1-h**2)
alpha: Gilbert damping; gamma: gyromagnetic ratio (rad/s/T);
B_K: anisotropy field (T); delta: zero-field barrier / kT; h: field / B_K.
The escape starts in the well at x = cos(theta) = +1.
The tests use stochastic dynamics, diagonalization of the Fokker-Planck
operator, and mean first-passage times by quadrature.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import eval_legendre

GAMMA = const.physical_constants["electron gyromag. ratio"][0]
KB = const.k


def brown_prefactor(alpha, gamma_bk, delta, h=0.0):
    return (alpha * gamma_bk / (1 + alpha**2) * np.sqrt(delta / np.pi)
            * (1 + h) * (1 - h**2))


def brown_rate(alpha, gamma_bk, delta, h=0.0):
    return (brown_prefactor(alpha, gamma_bk, delta, h)
            * np.exp(-delta * (1 + h)**2))


def diffusion(alpha, moment, temperature):
    """Rotational diffusion coefficient in 1/s."""
    return alpha * GAMMA * KB * temperature / ((1 + alpha**2) * moment)


def passage_rate(diff, delta, h=0.0, target=-0.8, nodes=240):
    """Inverse mean first-passage time from x=1 to a point in the other well."""
    g, w = np.polynomial.legendre.leggauss(nodes)
    y = target + (1 - target) * (g + 1) / 2
    wy = w * (1 - target) / 2
    s, ws = (g + 1) / 2, w / 2
    z = y[:, None] + (1 - y[:, None]) * s[None, :]

    def v(x):
        return -delta * (x**2 + 2 * h * x)

    inner = np.exp(v(y)[:, None] - v(z)) @ ws
    return diff / np.sum(wy * inner / (1 + y))


def spectrum(delta, lmax=70):
    """Zero-field symmetrized Fokker-Planck operator, in units of diffusion."""
    x, w = np.polynomial.legendre.leggauss(2 * lmax + 20)
    ell = np.arange(lmax + 1)
    basis = np.array([np.sqrt(n + 0.5) * eval_legendre(n, x) for n in ell])
    potential = (delta**2 * (1 - x**2) * x**2
                 + delta * (1 - 3 * x**2))
    matrix = np.diag(ell * (ell + 1.0)) + (basis * (w * potential)) @ basis.T
    values, vectors = np.linalg.eigh(matrix)
    return values, vectors, basis, x, w


def mean_x_fokker_planck(delta, scaled_time):
    """Mean cos(theta) after starting at the pole x=1."""
    values, vectors, basis, x, w = spectrum(delta)
    at_pole = np.sqrt(np.arange(len(values)) + 0.5) @ vectors
    overlap = (basis @ (w * x * np.exp(delta * x**2 / 2))) @ vectors
    return np.exp(-delta / 2) * np.sum(
        at_pole * overlap * np.exp(-values * scaled_time))


def cross(a, b):
    return np.array([a[1] * b[2] - a[2] * b[1],
                     a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]])


def simulate_llg(alpha, delta, total_time, dt, count, rng):
    """Heun integration of the 3D stochastic equation; time unit 1/(gamma B_K)."""
    m = np.zeros((3, count))
    m[2] = 1.0
    strength = np.sqrt(alpha / (delta * dt))

    def velocity(u, noise):
        field = noise.copy()
        field[2] += u[2]
        torque = cross(u, field)
        return -(torque + alpha * cross(u, torque)) / (1 + alpha**2)

    for _ in range(int(round(total_time / dt))):
        noise = strength * rng.standard_normal((3, count))
        k1 = velocity(m, noise)
        k2 = velocity(m + dt * k1, noise)
        m = m + 0.5 * dt * (k1 + k2)
        m /= np.sqrt(np.sum(m**2, axis=0))
    return m[2].mean(), m[2].std() / np.sqrt(count)


# --- full stochastic dynamics against the one-dimensional equation
rng = np.random.default_rng(12345)
low_delta = 2.0
print("Simulation test: barrier/kT =", low_delta)
for alpha, duration in ((0.2, 20.0), (1.0, 8.0)):
    mean, error = simulate_llg(alpha, low_delta, duration, 0.025, 8000, rng)
    d_reduced = alpha / (2 * low_delta * (1 + alpha**2))
    theory = mean_x_fokker_planck(low_delta, d_reduced * duration)
    print(f" alpha={alpha}: time*gamma*B_K={duration:.0f}, mean x simulated "
          f"{mean:.3f} +- {error:.3f}, Fokker-Planck {theory:.3f}")
    assert abs(mean - theory) < 4 * error

# --- lowest relaxation rate against twice the escape rate
print("Relaxation rate from diagonalization / (2 x Brown rate):")
for delta in (5.0, 10.0, 20.0):
    values = spectrum(delta)[0]
    assert abs(values[0]) < 1e-9
    d_reduced = 0.1 / (2 * delta * (1 + 0.1**2))
    ratio = values[1] * d_reduced / (2 * brown_rate(0.1, 1.0, delta))
    print(f" barrier/kT={delta:.0f}: {ratio:.4f}; 1-kT/barrier = "
          f"{1 - 1 / delta:.4f}")
    if delta >= 10:
        assert abs(ratio - (1 - 1 / delta)) < 2 / delta**2

# --- worked example: round model parameters
diameter, thickness = 20e-9, 2e-9
m_s, b_k, temp = 1.0e6, 0.8, 300.0
volume = np.pi * diameter**2 / 4 * thickness
moment = m_s * volume
barrier = moment * b_k / 2
delta = barrier / (KB * temp)
print(f"Disc: diameter {diameter*1e9:.0f} nm, thickness {thickness*1e9:.0f} nm,"
      f" volume {volume*1e27:.1f} nm^3")
print(f"M_s = {m_s:.1e} A/m, B_K = {b_k} T, T = {temp:.0f} K")
print(f"gamma = {GAMMA:.4e} rad/s/T, gamma*B_K = {GAMMA*b_k:.4e} rad/s")
print(f"Moment = {moment:.4e} A m^2")
print(f"Barrier = {barrier:.4e} J = {barrier/const.e:.3f} eV")
print(f"Barrier/kT = {delta:.2f}, sqrt(delta/pi) = {np.sqrt(delta/np.pi):.3f}")
print(f"Precession frequency = {GAMMA*b_k/(2*np.pi)/1e9:.2f} GHz")

print("Zero-field attempt frequency and mean dwell time in one well:")
for alpha in (0.001, 0.01, 0.1):
    f0 = brown_prefactor(alpha, GAMMA * b_k, delta)
    rate = brown_rate(alpha, GAMMA * b_k, delta)
    numeric = passage_rate(diffusion(alpha, moment, temp), delta)
    assert abs(numeric / rate - (1 - 1 / delta)) < 2 / delta**2
    print(f" alpha={alpha}: f0 = {f0/1e9:.3f} x 1e9 1/s, dwell = "
          f"{1/rate/const.year:.2e} years")
print(f" first-passage rate / Brown rate = {numeric/rate:.4f}")

# --- same barrier, larger moment and smaller anisotropy field
alpha = 0.01
f0 = brown_prefactor(alpha, GAMMA * b_k, delta)
soft_moment, soft_bk = 10 * moment, b_k / 10
soft_f0 = brown_prefactor(alpha, GAMMA * soft_bk, delta)
soft_numeric = passage_rate(diffusion(alpha, soft_moment, temp), delta)
assert abs(soft_numeric * np.exp(delta) / soft_f0 - 1) < 2 / delta
print(f"Same barrier, 10 x moment, B_K = {soft_bk:.2f} T, alpha={alpha}: "
      f"f0 = {soft_f0/1e9:.3f} x 1e9 1/s")

# --- temperature at fixed barrier and fixed anisotropy field
hot = 400.0
hot_delta = barrier / (KB * hot)
hot_f0 = brown_prefactor(alpha, GAMMA * b_k, hot_delta)
hot_numeric = passage_rate(diffusion(alpha, moment, hot), hot_delta)
assert abs(hot_numeric * np.exp(hot_delta) / hot_f0 - 1) < 2 / hot_delta
print(f"At {hot:.0f} K, alpha={alpha}: barrier/kT = {hot_delta:.2f}, "
      f"f0 = {hot_f0/1e9:.3f} x 1e9 1/s")

# --- both directions of an applied field
print("Field along the axis, escape from x=+1, alpha=0.01:")
for h in (-0.2, 0.2):
    f_h = brown_prefactor(alpha, GAMMA * b_k, delta, h)
    rate = brown_rate(alpha, GAMMA * b_k, delta, h)
    numeric = passage_rate(diffusion(alpha, moment, temp), delta, h)
    assert abs(numeric / rate - 1) < 2 / delta
    print(f" h={h:+.1f}: f0 = {f_h/1e9:.3f} x 1e9 1/s, barrier/kT = "
          f"{delta*(1+h)**2:.2f}, first-passage/Brown = {numeric/rate:.4f}")

# --- what a local Arrhenius line returns, using first-passage rates
step = 0.01
log_rates = []
for factor in (1 - step, 1 + step):
    t_here = temp / factor
    log_rates.append(np.log(passage_rate(
        diffusion(alpha, moment, t_here), delta * factor)))
apparent_delta = -(log_rates[1] - log_rates[0]) / (2 * step)
rate_here = passage_rate(diffusion(alpha, moment, temp), delta)
apparent_f0 = rate_here * np.exp(apparent_delta)
assert abs(delta - apparent_delta - 0.5) < 2 / delta
assert abs(apparent_f0 / f0 - np.exp(-0.5)) < 3 / delta
print(f"Arrhenius line near {temp:.0f} K: (true - apparent barrier)/kT = "
      f"{delta-apparent_delta:.3f}")
print(f" apparent f0 / Brown f0 = {apparent_f0/f0:.3f}; exp(-1/2) = "
      f"{np.exp(-0.5):.3f}")

# --- retention: volume is adjusted at fixed M_s, B_K and temperature
bits, years, assumed_f0 = 1e9, 10.0, 1e9
hold_time = years * const.year
naive_delta = np.log(bits * hold_time * assumed_f0)
print(f"Retention: {bits:.0e} bits, {years:.0f} years = {hold_time:.3e} s, "
      "one expected flip")
print(f" barrier/kT needed if f0 were 1e9 1/s: {naive_delta:.2f}")
for alpha in (0.001, 0.01, 0.1):
    def excess(d):
        return d - np.log(bits * hold_time
                          * brown_prefactor(alpha, GAMMA * b_k, d))
    needed = brentq(excess, 20, 120)

    def numerical_flips(d):
        scaled_moment = 2 * d * KB * temp / b_k
        return bits * hold_time * passage_rate(
            diffusion(alpha, scaled_moment, temp), d)
    flips = bits * hold_time * brown_rate(alpha, GAMMA * b_k, naive_delta)
    assert abs(numerical_flips(needed) - 1) < 2 / needed
    assert abs(numerical_flips(naive_delta) / flips - 1) < 2 / naive_delta
    print(f" alpha={alpha}: needed barrier/kT = {needed:.2f}; flips with the "
          f"1e9 1/s design = {flips:.2f}")

# --- damping dependence: the maximum of the first-passage rate
damping_grid = np.geomspace(0.01, 100, 401)
grid_rates = [passage_rate(diffusion(a, moment, temp), delta, nodes=100)
              for a in damping_grid]
best_damping = damping_grid[int(np.argmax(grid_rates))]
assert abs(best_damping - 1) < 0.03
print(f"Damping of fastest escape at fixed barrier: alpha = {best_damping:.2f}")
print("OK")
```

Output:

```
Simulation test: barrier/kT = 2.0
 alpha=0.2: time*gamma*B_K=20, mean x simulated 0.426 +- 0.007, Fokker-Planck 0.415
 alpha=1.0: time*gamma*B_K=8, mean x simulated 0.411 +- 0.007, Fokker-Planck 0.402
Relaxation rate from diagonalization / (2 x Brown rate):
 barrier/kT=5: 0.7965; 1-kT/barrier = 0.8000
 barrier/kT=10: 0.8896; 1-kT/barrier = 0.9000
 barrier/kT=20: 0.9478; 1-kT/barrier = 0.9500
Disc: diameter 20 nm, thickness 2 nm, volume 628.3 nm^3
M_s = 1.0e+06 A/m, B_K = 0.8 T, T = 300 K
gamma = 1.7609e+11 rad/s/T, gamma*B_K = 1.4087e+11 rad/s
Moment = 6.2832e-19 A m^2
Barrier = 2.5133e-19 J = 1.569 eV
Barrier/kT = 60.68, sqrt(delta/pi) = 4.395
Precession frequency = 22.42 GHz
Zero-field attempt frequency and mean dwell time in one well:
 alpha=0.001: f0 = 0.619 x 1e9 1/s, dwell = 1.15e+10 years
 alpha=0.01: f0 = 6.190 x 1e9 1/s, dwell = 1.15e+09 years
 alpha=0.1: f0 = 61.297 x 1e9 1/s, dwell = 1.16e+08 years
 first-passage rate / Brown rate = 0.9833
Same barrier, 10 x moment, B_K = 0.08 T, alpha=0.01: f0 = 0.619 x 1e9 1/s
At 400 K, alpha=0.01: barrier/kT = 45.51, f0 = 5.361 x 1e9 1/s
Field along the axis, escape from x=+1, alpha=0.01:
 h=-0.2: f0 = 4.754 x 1e9 1/s, barrier/kT = 38.83, first-passage/Brown = 0.9766
 h=+0.2: f0 = 7.131 x 1e9 1/s, barrier/kT = 87.38, first-passage/Brown = 0.9840
Arrhenius line near 300 K: (true - apparent barrier)/kT = 0.517
 apparent f0 / Brown f0 = 0.586; exp(-1/2) = 0.607
Retention: 1e+09 bits, 10 years = 3.154e+08 s, one expected flip
 barrier/kT needed if f0 were 1e9 1/s: 61.02
 alpha=0.001: needed barrier/kT = 60.54; flips with the 1e9 1/s design = 0.62
 alpha=0.01: needed barrier/kT = 62.86; flips with the 1e9 1/s design = 6.21
 alpha=0.1: needed barrier/kT = 65.17; flips with the 1e9 1/s design = 61.47
Damping of fastest escape at fixed barrier: alpha = 1.00
OK
```
